# Why an ellipsoid's three depolarization factors sum to one

Q: People assign three "depolarization factors" to an ellipsoidal pore as if that were natural. What do they measure, and why three?

A: Take a body with uniform polarization \(\mathbf P\), with no other source of field. Its surface carries the charge density \(\mathbf P\cdot\mathbf n\), where \(\mathbf n\) is the outward normal, and this charge makes a field inside the body that tends to oppose \(\mathbf P\). I use atomic units, in which \(4\pi\varepsilon_0=1\) and a charge \(q\) has the potential \(q/r\). Let the ellipsoid have finite positive semi-axes \(a_1,a_2,a_3\) along the coordinate axes and its centre at the origin. The factors \(L_i\) are defined by

\[
E_i=-4\pi L_iP_i ,\qquad i=1,2,3,
\]

one for each principal axis.

Q: That definition assumes that the field is the same everywhere inside. Surface charge usually gives a field that varies from point to point.

A: It has to be proved. Begin with an ellipsoid filled with uniform charge density \(\rho\), and find the field at an interior point \(\mathbf x\). Divide the body into narrow cones with apex at \(\mathbf x\). In the direction of the unit vector \(\mathbf u\), the charge between distances \(r\) and \(r+dr\) is \(\rho r^2\,dr\,d\Omega\). Its field at the apex points along \(-\mathbf u\) and has the strength \(\rho\,dr\,d\Omega\), because the \(r^2\) cancels. If \(R(\mathbf u)\) is the distance to the surface,

\[
\mathbf E=-\rho\int \mathbf u\,R(\mathbf u)\,d\Omega .
\]

The end of the cone lies on the surface, so \(\sum_j(x_j+Ru_j)^2/a_j^2=1\). Multiplied out, this is

\[
AR^2+2BR-C=0,
\]
\[
A=\sum_j\frac{u_j^2}{a_j^2},\quad B=\sum_j\frac{x_ju_j}{a_j^2},\quad C=1-\sum_j\frac{x_j^2}{a_j^2}.
\]

Inside the body \(C>0\), so there is one positive root:

\[
R=\frac{-B+\sqrt{B^2+AC}}{A}.
\]

When \(\mathbf u\) is reversed, \(B\) changes sign while \(A\) and \(B^2\) do not. The square-root part of \(R\) is therefore the same in opposite directions, and after multiplication by \(\mathbf u\) it cancels. What remains is

\[
E_i=\rho\int\frac{u_iB}{A}\,d\Omega
=\rho\sum_j\frac{x_j}{a_j^2}\int\frac{u_iu_j}{A}\,d\Omega .
\]

For \(j\ne i\), reversing \(u_j\) alone changes the sign of the integrand but not \(A\), so that integral vanishes. Hence

\[
E_i=4\pi\rho L_ix_i,\qquad
L_i=\frac1{4\pi}\int\frac{u_i^2/a_i^2}{\sum_ju_j^2/a_j^2}\,d\Omega .
\]

Q: This field grows with \(x_i\). It is not uniform, and the body is charged, not polarized.

A: Superpose two such bodies, one with density \(-\rho\) and one with density \(+\rho\) displaced by a small vector \(\mathbf d\). Where they overlap the charges cancel, and the field is

\[
E_i=4\pi\rho L_i(x_i-d_i)-4\pi\rho L_ix_i=-4\pi L_i\rho d_i .
\]

The position has dropped out. Let \(\mathbf d\to0\) with \(\mathbf P=\rho\mathbf d\) fixed: the uncancelled charge becomes the surface layer \(\mathbf P\cdot\mathbf n\), and the field is \(-4\pi L_iP_i\) throughout the interior. The linear field of the charged body is what makes the field of the polarized body uniform.

Q: But then what do the three factors add up to? In your angular formula the three numerators add up to the denominator.

A: They do, and that already gives

\[
L_1+L_2+L_3=\frac1{4\pi}\int d\Omega=1 .
\]

Q: I had heard that one adds three surface integrals and recognizes a total derivative. I see neither here.

A: That description merges two forms of the factors. The surface form comes from placing the apex at the centre. A surface element \(dS\) at position \(\mathbf r\) subtends \(d\Omega=\mathbf n\cdot\mathbf r\,dS/r^3\). The normal is parallel to the gradient of \(\sum_jx_j^2/a_j^2\), so \(n_i=Nx_i/a_i^2\) with a common factor \(N\). Since \(u_i=x_i/r\), the powers of \(r\) cancel in the ratio:

\[
\frac{u_i^2/a_i^2}{\sum_ju_j^2/a_j^2}
=\frac{x_i^2/a_i^2}{\sum_jx_j^2/a_j^2}
=\frac{n_ix_i}{\mathbf n\cdot\mathbf r}.
\]

Multiplication by \(d\Omega\) removes \(\mathbf n\cdot\mathbf r\), and

\[
L_i=\frac1{4\pi}\oint\frac{n_ix_i}{r^3}\,dS .
\]

The sum of these surface integrals is the solid angle of a closed surface seen from inside, divided by \(4\pi\). The total derivative belongs to another form, a one-dimensional integral that is also the convenient one for computing each \(L_i\).

Q: How do you turn an integral over directions into an integral over one variable without quoting a formula?

A: The angular integrand depends on direction alone. It can therefore be averaged over all space with any normalized spherical weight, and I choose \(\pi^{-3/2}e^{-r^2}\). The radial integral \(\int_0^\infty r^2e^{-r^2}dr=\sqrt\pi/4\), multiplied by \(\pi^{-3/2}\), gives back the prefactor \(1/4\pi\). So

\[
L_i=\pi^{-3/2}\int e^{-r^2}\,
\frac{x_i^2/a_i^2}{\sum_jx_j^2/a_j^2}\,d^3x .
\]

Now replace the denominator by means of

\[
\frac1{Q}=\int_0^\infty e^{-sQ}\,ds,\qquad Q=\sum_j\frac{x_j^2}{a_j^2}>0 .
\]

The integrand is nowhere negative, so the order of integration may be exchanged. The exponent becomes \(-\sum_jp_jx_j^2\) with

\[
p_j=1+\frac{s}{a_j^2}=\frac{s+a_j^2}{a_j^2}.
\]

The space integral is now a product of three Gaussian integrals. Two are \(\int e^{-px^2}dx=\sqrt{\pi/p}\). The one along axis \(i\) contains \(x_i^2\); differentiating the first formula with respect to \(p\) gives \(\int x^2e^{-px^2}dx=\sqrt{\pi/p}\,/(2p)\). The factors of \(\pi\) cancel, leaving

\[
L_i=\int_0^\infty\frac{1}{a_i^2}\,\frac1{2p_i}\,\frac{1}{\sqrt{p_1p_2p_3}}\,ds .
\]

Here \(a_i^2p_i=s+a_i^2\), and \(\sqrt{p_1p_2p_3}=f(s)/(a_1a_2a_3)\) with

\[
f(s)=\sqrt{(s+a_1^2)(s+a_2^2)(s+a_3^2)} .
\]

Therefore

\[
L_i=\frac{a_1a_2a_3}{2}\int_0^\infty\frac{ds}{(s+a_i^2)f(s)} .
\]

Q: Does \(s\) mean anything, or is it a device?

A: It entered as a device, but it has a geometric reading. It is an area, and it labels the ellipsoids with semi-axes \(\sqrt{a_j^2+s}\). The differences between their squared semi-axes do not depend on \(s\), which is what makes the family confocal. The original surface is \(s=0\).

Q: Then add the three integrals and show me the derivative.

A: Take the logarithm of \(f\) and differentiate:

\[
\ln f=\frac12\sum_i\ln(s+a_i^2),\qquad
\frac{f'}{f}=\frac12\sum_i\frac1{s+a_i^2}.
\]

Multiply the second equation by \(2/f\):

\[
\sum_i\frac1{(s+a_i^2)f}=\frac{2f'}{f^2}=-2\,\frac{d}{ds}\frac1f .
\]

The summed integrand is a total derivative. Integrate up to a finite cutoff \(S\), and use \(f(0)=a_1a_2a_3\):

\[
\frac{a_1a_2a_3}{2}\,(-2)\left[\frac1{f(S)}-\frac1{f(0)}\right]
=1-\frac{a_1a_2a_3}{f(S)} .
\]

For large \(S\), \(f\) grows as \(S^{3/2}\), so the last term vanishes and the sum is one. Each integral also converges separately: its integrand is finite at \(s=0\) and falls as \(s^{-5/2}\). The fraction \(a_1a_2a_3/f(S)\) is the volume of the original ellipsoid divided by that of the confocal ellipsoid labelled \(S\).

Q: What happens for a wire or a sheet, where a semi-axis becomes infinite?

A: The sum is one for every finite shape, so it remains one in the limit. For a sphere of radius \(a\), symmetry gives \(1/3\), and the integral agrees:

\[
\frac{a^3}{2}\int_0^\infty\frac{ds}{(s+a^2)^{5/2}}
=\frac{a^3}{2}\cdot\frac{2}{3a^3}=\frac13 .
\]

For a long cylinder let \(a_1\to\infty\). Then \(a_1/\sqrt{s+a_1^2}\to1\), and

\[
L_2=\frac{a_2a_3}{2}\int_0^\infty\frac{ds}{(s+a_2^2)^{3/2}(s+a_3^2)^{1/2}} .
\]

If \(a_2\ne a_3\), use

\[
\frac{d}{ds}\sqrt{\frac{s+a_3^2}{s+a_2^2}}
=\frac{a_2^2-a_3^2}{2\,(s+a_2^2)^{3/2}(s+a_3^2)^{1/2}} .
\]

The square root runs from \(a_3/a_2\) to 1, so

\[
L_2=\frac{a_2a_3}{2}\cdot\frac{2}{a_2^2-a_3^2}\left(1-\frac{a_3}{a_2}\right)=\frac{a_3}{a_2+a_3}.
\]

Exchanging the labels gives \(L_3=a_2/(a_2+a_3)\). These two already sum to one, so \(L_1=0\). A circular cylinder has \(L_2=L_3=1/2\), by continuity.

For a flat sheet let \(a_1\) and \(a_2\) both grow without limit. Then \(L_3=(a_3/2)\int_0^\infty(s+a_3^2)^{-3/2}ds=1\), and the other two factors, which cannot be negative, are zero.

Q: Is the sum rule what makes ellipsoids special?

A: No. For a uniformly polarized body of any shape, the field at an interior point is linear in \(\mathbf P\). Let \(\mathbf R\) run from that point to the surface. The three diagonal coefficients, defined as before, are \((1/4\pi)\oint n_iR_i/R^3\,dS\), and their sum is again a full solid angle over \(4\pi\). For a general shape, however, the separate coefficients may change from point to point. The ellipsoid's advantage is the uniform field proved above.

Q: A pore in a dielectric film has no prescribed polarization. How do the factors enter there?

A: Let the pore have permittivity \(\varepsilon_i\), the surrounding solid \(\varepsilon_m\), and let the field far away be a uniform \(\mathbf E_0\). Suppose that the field \(\mathbf E\) in the pore is uniform, and write the displacement there as

\[
\varepsilon_i\mathbf E=\varepsilon_m\mathbf E+4\pi\mathbf P',\qquad
\mathbf P'=\frac{(\varepsilon_i-\varepsilon_m)\mathbf E}{4\pi}.
\]

The problem is now an unbroken host with an extra polarization \(\mathbf P'\) in an ellipsoidal region. The host divides the field of a given source by \(\varepsilon_m\), so along axis \(j\)

\[
E_j=E_{0j}-\frac{4\pi L_jP'_j}{\varepsilon_m}
=E_{0j}-L_j\left(\frac{\varepsilon_i}{\varepsilon_m}-1\right)E_j .
\]

Solving for \(E_j\),

\[
g_j\equiv\frac{E_j}{E_{0j}}=\frac1{1+L_j(\varepsilon_i/\varepsilon_m-1)} .
\]

A uniform field satisfies every condition, so the supposition was consistent; for positive permittivities the electrostatic solution is unique. The sum rule now gives a relation without any shape in it:

\[
\sum_j\frac1{g_j}=3+\left(\frac{\varepsilon_i}{\varepsilon_m}-1\right)=2+\frac{\varepsilon_i}{\varepsilon_m}.
\]

Q: Put numbers in. I want to see whether shape matters for a low-permittivity film.

A: Take empty pores with semi-axes 1.5, 1.0 and 0.6 nm along \(x,y,z\), all aligned, with \(z\) normal to the film. Let \(\varepsilon_m=3.0\), \(\varepsilon_i=1\), and let the pores fill a fraction \(\phi=0.25\) of the volume. I evaluated the \(s\)-integrals by the trapezoidal rule with \(\ln s\) as the variable:

\[
L_x=0.17571,\quad L_y=0.29752,\quad L_z=0.52677 .
\]

They sum to 1.00000. The short axis has the largest factor. With a cutoff, the sum is 0.175 at \(S=0.1\) nm², 0.697 at 1 nm², 0.976 at 10 nm² and 0.999 at 100 nm². Along the normal,

\[
g_z=\frac1{1-0.52677\times\frac23}=\frac1{0.64882}=1.541 ,
\]

and likewise \(g_x=1.133\) and \(g_y=1.247\). The inverse ratios are 0.88286, 0.80165 and 0.64882; their sum, 2.33333, is \(2+1/3\).

Q: That is one pore in an endless solid. A film has many.

A: Here an approximation is needed: each pore sees the mean field \(E_m\) of the solid around it. The mean field is then \((1-\phi+\phi g)E_m\), the mean displacement is \([(1-\phi)\varepsilon_m+\phi\varepsilon_ig]E_m\), and their ratio is the film permittivity:

\[
\varepsilon_{\rm eff}=\frac{(1-\phi)\varepsilon_m+\phi\varepsilon_ig}{1-\phi+\phi g}.
\]

Along \(z\),

\[
\varepsilon_{\rm eff}=\frac{2.25+0.25\times1.5413}{0.75+0.25\times1.5413}=\frac{2.6353}{1.1353}=2.32 .
\]

Along \(x\) and \(y\) the values are 2.45 and 2.41. Spherical pores at the same porosity give 2.40. The formula does not describe how the pores are arranged, and this matters: in a simple lattice, with one pore per rectangular cell and cell edges proportional to the semi-axes, the value along \(z\) rises by about 0.04, roughly half the shape effect. With the same proportions, the body-centred lattice shifts the values by less than 0.01, while the face-centred lattice lowers the value along \(z\) by about 0.015. The formula does have the correct layered limits. For \(L=0\), \(g=1\) and the permittivities average as in parallel capacitors, to 2.50. For \(L=1\), \(g=\varepsilon_m/\varepsilon_i\) and they combine as in series, to 2.00.

Q: So could a clever pore shape lower the permittivity in all three directions at once?

A: Not with aligned ellipsoids in this model at fixed porosity. For \(\varepsilon_i<\varepsilon_m\), a larger \(L\) gives a larger \(g\), hence more weight for the pore and a lower \(\varepsilon_{\rm eff}\). To beat the sphere along every axis, all three factors would have to exceed \(1/3\), and the sum rule forbids that.

Random orientation is different. A pore axis at angle \(\theta_j\) to the field contributes \(g_j\cos^2\theta_j\) to the pore field along the applied field, and \(\cos^2\theta_j\) averages to \(1/3\). The mean ratio is \((g_x+g_y+g_z)/3\), which gives a permittivity of 2.393. This lies slightly below the spherical value because \(g\) is a convex function of \(L\): its mean over three factors whose average is \(1/3\) cannot be less than \(g(1/3)\).

Q: Real pores are not smooth, aligned ellipsoids. How does your example compare with an actual film?

A: The chosen values lie in the rough regime of porous organosilicate interlayer films: nanometre pores, a porosity of some tens of per cent and a permittivity of roughly 2.5. The common alignment and the strong flattening were chosen to make the shape effect visible, and I do not claim them as typical. Real pores are irregular and may connect, which breaks the assumption of separate ellipsoids in a mean field. Bruggeman's estimate does not describe such pores either, but it gives a second averaging rule for comparison. It treats solid and pore alike, as ellipsoids with factor \(L_z\) in the unknown medium \(\varepsilon_e\), and requires the mean excess displacement to vanish:

\[
\sum_{c=m,i}\phi_c\,\frac{\varepsilon_c-\varepsilon_e}{\varepsilon_e+L_z(\varepsilon_c-\varepsilon_e)}=0 .
\]

This keeps the factor for an isotropic medium, although aligned pores make the medium anisotropic; the effect on the result is small here. A numerical root search gives 2.29 along \(z\), against 2.32 before. The difference compares two approximations and does not bound the error of either.

Q: A pore 1.2 nm high has a wall made of atoms. Where does the ellipsoid end?

A: That uncertainty can matter more, if the porosity is not known independently. Move the wall by 0.08 nm, roughly half a silicon–oxygen bond, along every semi-axis. At fixed porosity, \(\varepsilon_{\rm eff}\) along \(z\) is 2.31 for the smaller pore and 2.33 for the larger one. If instead the number of pores is fixed, the porosity becomes 0.19 or 0.32, and the permittivity 2.46 or 2.16. Pore volume, not the change of shape, accounts for most of this shift.

Q: And if the film takes up moisture?

A: Suppose that 5% of the pores are filled with water, with the rough bulk value \(\varepsilon_w=80\); confined water need not have that value. Adding these pores as a third component to both averages gives 2.64, 2.54 and 2.40 along \(x,y,z\). The rise is largest along \(x\). The displacement in a wet pore, relative to the field in the solid, is \(\varepsilon_w/[1+L(\varepsilon_w/\varepsilon_m-1)]\), which approaches \(\varepsilon_m/L\) for large \(\varepsilon_w\) and so favours the long axis.

Q: Field is concentrated in the pores. Does that threaten the film?

A: Take a mean field of 0.5 MV/cm along \(z\), as for 1 V across 20 nm. The solid carries \(0.5/1.1353=0.440\) MV/cm and the pore \(1.5413\times0.4404=0.679\) MV/cm. At the pore's rim the field is tangential to the wall, hence continuous, so the solid there also carries 0.679 MV/cm, 1.36 times the mean. If the solid failed locally at a rough 8 MV/cm, the rim would reach that value at a mean field of 5.9 MV/cm. This is a linear, local criterion based on the mean-field estimate; it leaves out defects, gradual wear and the uneven fields that neighbouring pores cause. It also holds for empty pores only. At the tip of a water-filled pore the field is normal to the wall, so the solid there carries the pore's displacement divided by \(\varepsilon_m\); in the moist film above this is 1.6 times the mean field for a field along \(z\) and 4.7 times for a field along \(x\).

An electron crossing the pore's full height of 1.2 nm gains \(0.0679\ \text{V/nm}\times1.2\ \text{nm}\), or 0.081 eV. Even at the higher mean field this grows only to about 1 eV, well below a rough silica-like gap of 9 eV, so a single crossing from rest cannot ionize the wall.

Q: Finally, you used electrostatics throughout. Signals in a chip oscillate.

A: At 10 GHz the phase of a wave in the solid changes across the longest pore diameter, 3.0 nm, by \(2\pi\nu\sqrt{\varepsilon_m}\,(2a_x)/c\approx1.1\times10^{-6}\) rad, where \(\nu\) is the frequency and \(c\) the speed of light. The pore therefore sees a practically uniform field at each instant. The static factors need correction well before the pore size reaches the wavelength. In an empty spherical pore whose diameter is a tenth of the wavelength in the solid, the field at the centre is already about 3% below its static value. A pore filled with a medium of high permittivity is more sensitive, because the wavelength inside it is shorter. The permittivities must also be those at the signal frequency: water, for example, is already strongly lossy at 10 GHz.
